# Choosing the update scheme for evGW0 quasiparticle energies

## Definitions and conventions

An evGW0 calculation keeps the orbitals and the screened interaction $W_0$ fixed and updates the level energies that enter the Green function $G$. The setting discussed here is the update rule: plain iteration, damping, weighting by the quasiparticle factor $Z$, or DIIS.

The self-energy is taken as diagonal in the orbitals and without broadening. Let $\Omega_s>0$ be the mode energies of $W_0$ and $w_{nm,s}=w_{mn,s}$ its real couplings. The correlation self-energy of level $n$ at frequency $\omega$ is

$$\Sigma_n(\omega;\varepsilon)=\sum_{m,s}\frac{w_{nm,s}^2}{\omega-\varepsilon_m-\sigma_m\Omega_s},\qquad(1)$$

with $\sigma_m=-1$ for occupied and $+1$ for empty levels. Occupied levels thus put poles at $\varepsilon_m-\Omega_s$, and empty levels at $\varepsilon_m+\Omega_s$. Let $h_n$ be the mean-field energy with its exchange-correlation contribution replaced by exact exchange. It is constant because the orbitals are fixed. The equations to be solved are

$$\varepsilon_n=F_n(\varepsilon),\qquad F_n(\varepsilon)=h_n+\Sigma_n(\varepsilon_n;\varepsilon).\qquad(2)$$

Plain iteration replaces $\varepsilon$ by $F(\varepsilon)$. The residual is $r=F(\varepsilon)-\varepsilon$.

Two derivatives are needed. Define the pole weights

$$P_{nm}=\sum_s\frac{w_{nm,s}^2}{(\varepsilon_n-\varepsilon_m-\sigma_m\Omega_s)^2}\ge0.\qquad(3)$$

Differentiating $1/(\omega-p)$ with respect to $\omega$ gives $-1/(\omega-p)^2$, while moving the pole $p$ gives the opposite sign. At $\omega=\varepsilon_n$, therefore,

$$\frac{\partial\Sigma_n}{\partial\omega}=-\sum_mP_{nm},\qquad \frac{\partial\Sigma_n}{\partial\varepsilon_m}=+P_{nm}.\qquad(4)$$

In the derivative with respect to $\varepsilon_m$, $\omega$ is held fixed, even for $m=n$. The quasiparticle factor is $Z_n=(1-\partial\Sigma_n/\partial\omega)^{-1}$, so

$$\frac1{Z_n}=1+\sum_mP_{nm},\qquad \frac{\partial\Sigma_n}{\partial\omega}=1-\frac1{Z_n},\qquad 0<Z_n\le1.\qquad(5)$$

Below, $\varepsilon^*$ is a solution that does not sit on a pole, and $P$ and $Z$ are evaluated there unless stated otherwise. The convergence statements are local: they concern starting points close enough to $\varepsilon^*$ for the linear term of the error to dominate.

## Where the rule $Z>1/2$ applies

Suppose first that the poles of $G$ are frozen, as when the quasiparticle equation of a one-shot $G_0W_0$ calculation is solved by iteration. Only the argument $\omega$ of $\Sigma_n$ changes. An error $e$ becomes, to first order,

$$e\;\to\;\frac{\partial\Sigma_n}{\partial\omega}\,e=\left(1-\frac1{Z_n}\right)e.\qquad(6)$$

The multiplier is not positive. Its magnitude $1/Z_n-1$ is below one when $Z_n>1/2$ and above one when $Z_n<1/2$. In the second case the iterates are driven away from the solution, alternating from one side to the other.

Newton's method cures this. For $g(\omega)=h_n+\Sigma_n(\omega)-\omega$ the slope is $g'=(1-1/Z_n)-1=-1/Z_n$, with $Z_n$ taken at the current $\omega$. The Newton step $\omega-g/g'$ is then $\omega+Z_n\,g(\omega)$, which is the $Z$-weighted update.

## What changes when $G$ is updated

In evGW0 the poles move together with the levels. Differentiating (2) with respect to $\varepsilon_k$ gives both terms of (4):

$$J_{nk}=\frac{\partial F_n}{\partial\varepsilon_k}=\delta_{nk}\left(1-\frac1{Z_n}\right)+P_{nk}.\qquad(7)$$

The quantity $1-1/Z$ is present, but it is not the whole Jacobian. By (5), the diagonal element is

$$J_{nn}=-\sum_mP_{nm}+P_{nn}=-\sum_{m\ne n}P_{nm}\equiv-a_n.\qquad(8)$$

The self-term $P_{nn}$ has cancelled. It comes from the poles that level $n$ puts into its own self-energy by coupling to a mode without changing orbital. Each such pole follows its own level at the fixed distance $\Omega_s$, so it contributes a constant to $F_n$. It lowers $Z_n$ but does not affect the plain iteration.

If all levels are updated, each row of $J$ sums to zero, since $-a_n+\sum_{k\neq n}P_{nk}=0$. This reflects the fact that shifting every level and $\omega$ by the same amount leaves (1) unchanged. One can also update a subset and hold the other levels fixed. Sums over $m$ in (5) and (8) then still include all levels, while $J$ has rows and columns for the updated ones.

Near the solution the error vector obeys $e\to Je$. Plain iteration converges locally if the spectral radius $\rho(J)$, the largest eigenvalue magnitude, is below one. If $\rho(J)>1$, a generic small error grows.

To bound the eigenvalues, take $Jv=\lambda v$ and let $v_n$ be the component of largest magnitude. Row $n$ reads $(\lambda+a_n)v_n=\sum_{k\ne n}P_{nk}v_k$. Dividing by $v_n$ and using $|v_k|\le|v_n|$ gives $|\lambda+a_n|\le a_n$. With $a=\max_na_n$, the triangle inequality gives

$$|\lambda+a|\le|\lambda+a_n|+(a-a_n)\le a.\qquad(9)$$

All eigenvalues therefore lie in a disc that touches the origin from the left, so $\mathrm{Re}\,\lambda\le0$ and $\rho(J)\le2a$. From (5), $a_n\le1/Z_n-1$. If the smallest factor obeys $Z_{\min}>2/3$, then $a<1/2$ and plain iteration converges locally.

The value $2/3$ cannot be lowered in general. Two updated levels have

$$J=\begin{pmatrix}-P_{12}&P_{12}\\P_{21}&-P_{21}\end{pmatrix},\qquad \lambda=0,\quad \lambda=-(P_{12}+P_{21}).\qquad(10)$$

The first eigenvalue belongs to the rigid shift $(1,1)$; the second then follows from the trace. For one occupied and one empty level the denominators in $P_{12}$ and $P_{21}$ differ only in sign, so $P_{12}=P_{21}$. Without self-terms, $Z=1/(1+P_{12})$ for both levels, and $|\lambda|=2P_{12}$ reaches one at $Z=2/3$.

For evGW0, then, $Z<1/2$ is neither necessary nor sufficient for divergence. What matters is how strongly each level feels the self-energy poles generated by the other levels.

## Damping and $Z$ weighting

Consider the update $\varepsilon_n\to\varepsilon_n+z_n r_n$ with positive weights $z_n$. If the weights depend on $\varepsilon$, their derivatives multiply $r_n$, which vanishes at the solution. The Jacobian there is

$$T_{nk}=\delta_{nk}+z_n(J_{nk}-\delta_{nk})=\delta_{nk}\left(1-\frac{z_n}{Z_n}\right)+z_nP_{nk}.\qquad(11)$$

The last form follows from (7), because $1+z_n(1-1/Z_n)-z_n=1-z_n/Z_n$. If $0<z_n\le Z_n$, every element of $T$ is nonnegative. When all levels are updated, the sum of row $n$ is

$$1-\frac{z_n}{Z_n}+z_n\left(\frac1{Z_n}-1\right)=1-z_n.\qquad(12)$$

With some levels held fixed the sum can only be smaller. Now let $v_n$ be the largest component of an eigenvector of $T$. Then $|\lambda||v_n|\le\sum_kT_{nk}|v_k|\le(1-z_n)|v_n|$, and hence

$$\rho(T)\le1-\min_nz_n<1.\qquad(13)$$

This covers two settings. Uniform damping with $z_n=\alpha\le Z_{\min}$ converges locally with $\rho\le1-\alpha$. The $Z$-weighted update has $z_n=Z_n$ at the solution, $T_{nk}=Z_nP_{nk}$, and $\rho\le1-Z_{\min}$. Both work even where plain iteration is repelled.

The $Z$-weighted update is generally not Newton's method here. It accounts for the frequency slope of $\Sigma_n$ but not for the motion of the poles, so its error normally shrinks by a constant factor per pass. When all levels are updated there is also a lower bound. The row sums of $T$ are then at least $1-Z_{\max}$, and repeated multiplication of the vector of ones by the nonnegative $T$ gives components of at least $(1-Z_{\max})^k$ after $k$ steps. The spectral radius, which sets the asymptotic growth of $T^k$, is therefore at least $1-Z_{\max}$. If small $Z$ values come mainly from self-terms, the weighting damps an iteration that did not need it.

## DIIS

DIIS stores several energy vectors $\varepsilon^{(i)}$ with residuals $r^{(i)}$. It chooses coefficients with $\sum_ic_i=1$ that minimise the length of $\sum_ic_ir^{(i)}$, and continues from $\sum_ic_iF(\varepsilon^{(i)})$.

Near the solution, $r=-(1-J)e$ to first order. Let $e_n$ be the error component of largest magnitude. Row $n$ gives

$$|r_n|=\Big|(1+a_n)e_n-\sum_{k\ne n}P_{nk}e_k\Big|\ge(1+a_n)|e_n|-a_n|e_n|=|e_n|.\qquad(14)$$

A zero residual therefore implies zero error, so $1-J$ is nonsingular, however large $\rho(J)$ may be.

Suppose $F$ were exactly linear plus a constant, with $N$ unknowns. Because the coefficients sum to one, $\sum_ic_ir^{(i)}$ is the residual at the point $\sum_ic_i\varepsilon^{(i)}$. If $N+1$ stored points do not all lie in a common lower-dimensional plane, such combinations reach every point, including $\varepsilon^*$. The minimum residual is then zero, (14) identifies the combined point as $\varepsilon^*$, and the next iterate is

$$\sum_ic_iF(\varepsilon^{(i)})=\sum_ic_i\varepsilon^{(i)}+\sum_ic_ir^{(i)}=\varepsilon^*.\qquad(15)$$

Convergence of the plain iteration was not used. In a test with four unknowns and $\rho(J)=3.0$, DIIS needed six evaluations of $F$: five to collect the points and one to confirm the solution.

The real $F$ is nonlinear, so this argument is local. A short history or nearly dependent residuals remove the guarantee.

## Two levels and one mode

Take two occupied levels coupled to one mode with $\Omega=10$ eV. The constants $h_n$ are constructed so that $\varepsilon_1=-16$ eV (inner) and $\varepsilon_2=-12$ eV (outer) is a solution. It is not the only one. As a function of $d=\varepsilon_1-\varepsilon_2$, the difference $F_1-F_2$ has poles at $d=\pm\Omega$ and decreases everywhere else, so $d=F_1-F_2$ has one root in each of the three intervals. The solution studied here is the one with $|d|<\Omega$. The cross denominators are $-16+12+10=6$ eV for the inner level and $-12+16+10=14$ eV for the outer one. The self-term denominator is $10$ eV.

**Case A: $Z>1/2$, plain iteration repelled.** The cross coupling is $5.7$ eV and there is no self coupling:

$$P_{12}=\frac{5.7^2}{6^2}=0.903,\qquad P_{21}=\frac{5.7^2}{14^2}=0.166.$$

The inner level has $Z_1=1/1.9025=0.526$. With frozen $G$ its multiplier would be $-0.903$, which converges. The evGW0 multiplier is $-(0.903+0.166)=-1.07$, which does not.

**Case B: $Z<1/2$, plain iteration convergent.** The cross coupling is $3$ eV and the self coupling $12$ eV, so that

$$P_{12}=\frac{9}{36}=0.250,\qquad P_{21}=\frac{9}{196}=0.046,\qquad P_{11}=\frac{144}{100}=1.44.$$

Now $Z_1=1/(1+1.44+0.25)=0.372$. The frozen-$G$ multiplier is $1-2.69=-1.69$, but in evGW0 the self-term cancels and the multiplier is $-0.296$.

**Case C: $Z<1/2$, plain iteration repelled.** A cross coupling of $6.5$ eV without self coupling gives $P_{12}=1.174$, $P_{21}=0.216$, $Z_1=0.460$ and an evGW0 multiplier of $-1.39$.

Runs started with the inner level at $-15.5$ eV and the outer level at $-12$ eV took the following numbers of passes to bring the largest residual below $10^{-9}$ eV, including the final residual check (the same threshold is used for water below):

| Case | Plain | $Z$-weighted | DIIS |
|---|---:|---:|---:|
| A | not converged in 500 | 16 | 8 |
| B | 18 | 39 | 7 |
| C | not converged in 500 | 19 | 9 |

In case C the plain inner energies are $-15.50$, $-16.54$, $-15.14$, $-17.00$, $-14.18$ eV, an alternation of growing amplitude. The $Z$-weighted sequence is $-15.50$, $-16.02$, $-15.95$, $-16.00$ eV. In case B the weighting is slower than plain iteration because its spectral radius is $0.604$, against $0.296$.

DIIS stored just two vectors here. By (10), $J$ has one nonzero eigenvalue, so in the linear regime every output of $F$ has its error along one line, and two distinct points on a line determine the solution.

Random six-level models show that these cases are not confined to two levels. Of 62 models with $Z_{\min}<1/2$, plain iteration was still locally convergent in 5. Of 46 with $Z_{\min}$ between $1/2$ and $2/3$, it was repelled in 3. These counts describe the chosen ensemble, not molecules. The numerical check compares the Jacobian (7), and (11) for the case $z_n=Z_n$, with finite differences of the update maps.

## An ordinary molecule

For water, with O–H distance $0.96$ Å and angle $104.5^\circ$, evGW0 was started from Hartree–Fock in the 6-31G basis, with $W_0$ from the random-phase approximation. Three occupied and two empty levels were updated. The highest occupied level moved from $-13.64$ to $-11.99$ eV and the lowest empty one from $5.53$ to $5.34$ eV. The basis is small, so these are not converged predictions: in aug-cc-pVTZ the two levels end at $-12.82$ and $0.68$ eV, the lowest mode falls from $19.8$ to $14.7$ eV and the smallest $Z$ from $0.954$ to $0.927$, while the pass counts given below change by at most one. $W_0$ and the orbitals also remain those of the starting point.

The updated levels have $Z$ between $0.954$ and $0.988$. They lie far from the poles of the self-energy: the lowest mode is at $19.8$ eV, so the highest pole from the occupied levels is at $-12.0-19.8=-31.8$ eV. By symmetry this pole has no weight for the deepest updated level at $-18.7$ eV, whose nearest pole with weight is at $-34.2$ eV; for the other four levels the nearest such pole is $18$ to $22$ eV away. The spectral radius is $0.019$ for plain iteration and $0.037$ for $Z$ weighting. Plain iteration took 6 passes, $Z$ weighting 8 and DIIS 5.

This easy convergence belongs to the five frontier levels. With all 13 levels updated in the same basis, the highest occupied and lowest empty levels change by only about $0.002$ eV, but the solution reached has $Z_{\min}=0.48$ and $\rho(J)=1.05$: plain iteration did not converge in 500 passes, $Z$ weighting took 15 and DIIS with six stored vectors 14. With all 24 levels of the cc-pVDZ basis, $Z$ weighting took 15 passes, while plain iteration, uniform damping with the current smallest $Z$, and DIIS had not converged after 200.

## Choosing the setting

- **Frozen $G$:** use the $Z$-weighted step, recomputing $Z$ at each frequency. Plain iteration is suitable only for $Z>1/2$.
- **evGW0 with every $Z_n>2/3$:** plain iteration is locally safe. The factors at the starting point are only an estimate of those at the solution.
- **evGW0 with a smaller $Z_n$:** plain iteration may still work. Residuals that alternate in sign and grow are the pattern of a real eigenvalue below $-1$. Switch to $Z$ weighting, or to uniform damping with $\alpha\le Z_{\min}$. When all levels are updated, the rigid shift has multiplier $1-\alpha$ under uniform damping, so damping is slow if $Z_{\min}$ is small.
- **Slow convergence:** use DIIS. Since its justification is local, a few $Z$-weighted passes first are a reasonable precaution, but not a guarantee. From 40 starts of the inner level between $-21.5$ and $-2.5$ eV, DIIS alone reached another solution 10 times in case A and 12 times in case C, and never after three $Z$-weighted passes. The same three passes did not make DIIS converge for water in cc-pVDZ with all levels updated.
- **Stopping:** test the residual, not the step. A $Z$-weighted step is $Z_nr_n$ and looks small when $Z_n$ is small. By (14), the largest residual bounds the largest energy error near the solution, to first order. This is the error in solving (2), not the error of the GW approximation.

No update rule decides which solution is wanted. With frozen $G$, $\Sigma_n$ falls from $+\infty$ to $-\infty$ between neighbouring poles while $\omega-h_n$ rises, so each such interval contains a solution. A step across a pole can lead to a different one. When $Z$ is small, compare the results from several starting points and inspect $Z$ at each.

The bounds also depend on the form (1). With a broadening $\eta$, a pole at distance $x$ contributes $x/(x^2+\eta^2)$ to the real part. The slope of this term is $(\eta^2-x^2)/(x^2+\eta^2)^2$, which is positive for $|x|<\eta$, so the signs used above can fail close to a pole. If $W$ is updated as well, $\Omega_s$ and $w_{nm,s}$ change with the levels and add terms to $J$ that this analysis does not include.

## Computed values

```
random models tested: 300
min Z > 2/3 (all contract under plain update): 192
min Z < 1/2: 62 ; of these plain still contracts: 5
1/2 <= min Z <= 2/3: 46 ; of these plain is repelled: 3
affine map, 4 unknowns: spectral radius 3.045, DIIS map evaluations 6
two-level solution: inner -16.0, outer -12.0, mode 10.0 eV; start inner -15.5 eV
case A: cross coupling 5.7 eV, self coupling 0.0 eV
  h inner -21.4150, h outer -14.3207 eV
  P11 0.0000, P12 0.9025, P21 0.1658, P22 0.0000
  Z inner 0.5256, Z outer 0.8578
  frozen-G multiplier: 1-1/Z -0.9025, measured -0.9025
  evGW0 plain multiplier: formula -1.0683, measured -1.0683
  Z-weighted spectral radius 0.2597, bound 0.4744
  passes (None = not converged in 500): plain None, Z-weighted 16, DIIS 8
case B: cross coupling 3.0 eV, self coupling 12.0 eV
  h inner -31.9000, h outer -27.0429 eV
  P11 1.4400, P12 0.2500, P21 0.0459, P22 1.4400
  Z inner 0.3717, Z outer 0.4023
  frozen-G multiplier: 1-1/Z -1.6900, measured -1.6900
  evGW0 plain multiplier: formula -0.2959, measured -0.2959
  Z-weighted spectral radius 0.6042, bound 0.6283
  passes (None = not converged in 500): plain 18, Z-weighted 39, DIIS 7
case C: cross coupling 6.5 eV, self coupling 0.0 eV
  h inner -23.0417, h outer -15.0179 eV
  P11 0.0000, P12 1.1736, P21 0.2156, P22 0.0000
  Z inner 0.4601, Z outer 0.8227
  frozen-G multiplier: 1-1/Z -1.1736, measured -1.1736
  evGW0 plain multiplier: formula -1.3892, measured -1.3892
  Z-weighted spectral radius 0.3094, bound 0.5399
  passes (None = not converged in 500): plain None, Z-weighted 19, DIIS 9
  plain inner level (eV): -15.500 -16.542 -15.139 -17.002 -14.179 -17.803 -11.544
  Z-weighted inner level (eV): -15.500 -16.021 -15.951 -16.002 -15.995 -16.000 -16.000
water, RHF/6-31G start: O-H 0.96 angstrom, angle 104.5 degrees, 13 orbitals, 40 RPA modes
  lowest RPA mode 19.789 eV; largest mid-gap self-energy mismatch 1.4e-14 eV
  HOMO-2: HF -19.283 eV, evGW0 -18.681 eV, Z 0.9609
  HOMO-1: HF -15.245 eV, evGW0 -13.939 eV, Z 0.9542
  HOMO: HF -13.639 eV, evGW0 -11.986 eV, Z 0.9546
  LUMO: HF 5.527 eV, evGW0 5.339 eV, Z 0.9883
  LUMO+1: HF 8.139 eV, evGW0 7.900 eV, Z 0.9849
  spectral radius: plain 0.0191, Z-weighted 0.0373, bound 0.0458
  passes: plain 6, Z-weighted 8, DIIS 5
```
